# Direct neutral flux at the floor of a deep trench and hole: test program

```python
"""Direct neutral flux at the floor centre of a trench and a circular hole.

Result under test, for aspect ratio A = depth / width (or diameter):
    trench fraction = 1 / sqrt(1 + 4 A^2)
    hole fraction   = 1 / (1 + 4 A^2)
A fraction is the direct flux divided by the flux on an open flat surface.
The gas is isotropic, collisions in the feature are neglected, the trench
is infinitely long, and neutrals that touch a wall are not counted.
"""
import numpy as np
from scipy.integrate import dblquad


def trench_formula(aspect):
    return 1.0 / np.sqrt(1.0 + 4.0 * aspect**2)


def hole_formula(aspect):
    return 1.0 / (1.0 + 4.0 * aspect**2)


def kernel(y, x):
    """Flux fraction per opening area; lengths in units of the depth.

    Two cosines (each 1/r) over pi r^2, with r^2 = 1 + x^2 + y^2.
    """
    return 1.0 / (np.pi * (1.0 + x * x + y * y) ** 2)


def integrate_trench(aspect, half_length=np.inf, function=kernel):
    half_width = 0.5 / aspect
    return dblquad(function, -half_width, half_width,
                   -half_length, half_length,
                   epsabs=1e-12, epsrel=1e-10)[0]


def integrate_hole(aspect):
    radius = 0.5 / aspect

    def edge(x):
        return np.sqrt(max(radius**2 - x * x, 0.0))

    return dblquad(kernel, -radius, radius, lambda x: -edge(x), edge,
                   epsabs=1e-12, epsrel=1e-10)[0]


# Chosen model parameters
width_nm = 100.0
depth_nm = 1000.0
free_path_nm = 1.0e6
open_flux = 1.0e22  # m^-2 s^-1
aspect = depth_nm / width_nm
theta_max = np.arctan(0.5 * width_nm / depth_nm)
trench = trench_formula(aspect)
hole = hole_formula(aspect)

# Test 1: quadrature over the opening, several aspect ratios
table = []
for a in (1.0, 5.0, 10.0, 20.0):
    trench_quad = integrate_trench(a)
    hole_quad = integrate_hole(a)
    assert abs(trench_quad / trench_formula(a) - 1.0) < 1e-7
    assert abs(hole_quad / hole_formula(a) - 1.0) < 1e-7
    table.append((a, trench_quad, hole_quad))

# Test 2: Maxwellian velocities traced back from the floor centre.
# Only downward-moving neutrals are drawn: half of the gas.
rng = np.random.default_rng(12345)
samples = 3_000_000
vx = rng.standard_normal(samples)
vy = rng.standard_normal(samples)
v_down = np.abs(rng.standard_normal(samples))
x_open = depth_nm * vx / v_down
y_open = depth_nm * vy / v_down
from_trench = np.abs(x_open) < 0.5 * width_nm
from_hole = np.hypot(x_open, y_open) < 0.5 * width_nm


def sampled_fraction(hit, weight):
    """Weighted hit fraction and its standard error."""
    total = weight.sum()
    fraction = (weight * hit).sum() / total
    error = np.sqrt(((weight * (hit - fraction)) ** 2).sum()) / total
    return fraction, error


trench_mc, trench_err = sampled_fraction(from_trench, v_down)
hole_mc, hole_err = sampled_fraction(from_hole, v_down)
# Five standard errors allow for the sampling noise
assert abs(trench_mc - trench) < 5.0 * trench_err
assert abs(hole_mc - hole) < 5.0 * hole_err

# Open-surface flux per density equals a quarter of the mean speed
flux_per_density = 0.5 * v_down.mean()
mean_speed = np.sqrt(vx**2 + vy**2 + v_down**2).mean()
assert abs(flux_per_density / (0.25 * mean_speed) - 1.0) < 5e-3

# Test 3: solid-angle fractions, which omit the cosine weight
trench_angle = 2.0 * theta_max / np.pi
hole_angle = 1.0 - np.cos(theta_max)
ones = np.ones(samples)
for hit, expected in ((from_trench, trench_angle), (from_hole, hole_angle)):
    counted, error = sampled_fraction(hit, ones)
    assert abs(counted - expected) < 5.0 * error

# Test 4: finite trench length and collisions inside the trench
length_2d = integrate_trench(aspect, half_length=1.0)
length_10d = integrate_trench(aspect, half_length=5.0)
assert length_2d < length_10d < trench
assert length_10d / trench > 0.99


def collided_kernel(y, x):
    path = np.sqrt(1.0 + x * x + y * y) * depth_nm
    return -np.expm1(-path / free_path_nm) * kernel(y, x)


collided = integrate_trench(aspect, function=collided_kernel) / trench
assert 0.0 < collided < 0.01

print(f"Width or diameter: {width_nm:.0f} nm")
print(f"Depth: {depth_nm:.0f} nm")
print(f"Aspect ratio: {aspect:.1f}")
print(f"Mean free path: {free_path_nm:.1e} nm")
print(f"Open-surface flux: {open_flux:.2e} m^-2 s^-1")
print(f"Limiting angle: {np.degrees(theta_max):.4f} degrees")
print(f"Trench fraction, formula: {trench:.6f}")
print(f"Hole fraction, formula: {hole:.7f}")
print(f"Trench fraction, quadrature: {table[2][1]:.6f}")
print(f"Hole fraction, quadrature: {table[2][2]:.7f}")
print(f"Number of sampled velocities: {samples}")
print(f"Trench, sampled: {trench_mc:.5f} +/- {trench_err:.5f}")
print(f"Hole, sampled: {hole_mc:.6f} +/- {hole_err:.6f}")
print(f"Trench-to-hole flux ratio: {trench / hole:.3f}")
print(f"Direct flux, trench: {open_flux * trench:.3e} m^-2 s^-1")
print(f"Direct flux, hole: {open_flux * hole:.3e} m^-2 s^-1")
trench_excess = 100.0 * (0.5 / aspect / trench - 1.0)
hole_excess = 100.0 * (0.25 / aspect**2 / hole - 1.0)
print(f"Excess of 1/(2A) over trench value: {trench_excess:.3f} %")
print(f"Excess of 1/(4A^2) over hole value: {hole_excess:.3f} %")
print(f"Trench solid-angle fraction: {trench_angle:.5f}")
print(f"Hole solid-angle fraction: {hole_angle:.6f}")
print(f"Trench flux / solid-angle fraction: {trench / trench_angle:.4f}")
print(f"Hole flux / solid-angle fraction: {hole / hole_angle:.4f}")
print(f"Trench of length 2 depths, fraction: {length_2d:.5f}")
print(f"Trench of length 10 depths, fraction: {length_10d:.5f}")
print(f"Length 2 depths / infinite: {length_2d / trench:.4f}")
print(f"Length 10 depths / infinite: {length_10d / trench:.4f}")
print(f"Direct neutrals colliding in trench: {100 * collided:.3f} %")
print("Quadrature table: aspect ratio, trench, hole fractions")
for a, trench_value, hole_value in table:
    print(f"  A = {a:4.1f}: {trench_value:.6f}  {hole_value:.7f}")
print("checks complete")
```

Running it gives:

```
Width or diameter: 100 nm
Depth: 1000 nm
Aspect ratio: 10.0
Mean free path: 1.0e+06 nm
Open-surface flux: 1.00e+22 m^-2 s^-1
Limiting angle: 2.8624 degrees
Trench fraction, formula: 0.049938
Hole fraction, formula: 0.0024938
Trench fraction, quadrature: 0.049938
Hole fraction, quadrature: 0.0024938
Number of sampled velocities: 3000000
Trench, sampled: 0.04996 +/- 0.00018
Hole, sampled: 0.002462 +/- 0.000044
Trench-to-hole flux ratio: 20.025
Direct flux, trench: 4.994e+20 m^-2 s^-1
Direct flux, hole: 2.494e+19 m^-2 s^-1
Excess of 1/(2A) over trench value: 0.125 %
Excess of 1/(4A^2) over hole value: 0.250 %
Trench solid-angle fraction: 0.03180
Hole solid-angle fraction: 0.001248
Trench flux / solid-angle fraction: 1.5701
Hole flux / solid-angle fraction: 1.9988
Trench of length 2 depths, fraction: 0.04086
Trench of length 10 depths, fraction: 0.04978
Length 2 depths / infinite: 0.8182
Length 10 depths / infinite: 0.9968
Direct neutrals colliding in trench: 0.127 %
Quadrature table: aspect ratio, trench, hole fractions
  A =  1.0: 0.447214  0.2000000
  A =  5.0: 0.099504  0.0099010
  A = 10.0: 0.049938  0.0024938
  A = 20.0: 0.024992  0.0006246
checks complete
```
